# Enthalpy threshold for amorphizing damaged silicon, with its first corrections

## The physical situation

An ion slowing down in crystalline silicon knocks atoms off their lattice sites. Each displacement leaves a vacancy and creates an interstitial; together they form a Frenkel pair. Some pairs recombine and the rest store energy in the lattice. Amorphous silicon also has a higher enthalpy than the perfect crystal, but only by a modest amount per atom. If enough damage can accumulate, there is therefore a concentration at which the damaged crystal has the same enthalpy as the amorphous phase. Where does this concentration lie, and what does it say about collapse of the lattice?

Let $c$ be the number of Frenkel pairs per lattice atom, $E$ the energy of one well-separated pair, and $H$ the enthalpy per atom of amorphous silicon above the perfect crystal. The algebra uses atomic units with Boltzmann's constant equal to one, so temperature $T$ is an energy and entropy is a number. Atomic-scale values are given in eV and angstrom, implant lengths in nm.

The inputs are rough values, taken as given: $E=7$ eV and $H=0.12$ eV per atom. At atmospheric pressure the pressure-volume term is about $10^{-5}$ eV per atom, so energy and enthalpy need not be distinguished here.

## Leading order

A Frenkel pair moves an atom without adding or removing one, so both states contain the same atoms. If pairs do not interact, the stored energy per atom is $cE$. Neglecting entropy, interfaces and elastic strain, equality requires

$$cE=H,\qquad c_0=\frac HE=\frac{0.12}{7}=0.0171 .$$

This is 1.7 percent pairs per atom, or 3.4 percent if vacancies and interstitials are counted separately. With atomic density $n=0.04997$ per cubic angstrom, it corresponds to $8.6\times10^{20}$ pairs per cm$^3$.

The second digit is not secured by the inputs. Taking $E=7\pm1$ eV and $H=0.12\pm0.02$ eV, the extreme combinations are $0.10/8=1.25$ percent and $0.14/6=2.33$ percent. This range of $H$ refers to relaxed amorphous silicon. As-implanted amorphous silicon stores roughly 0.05 eV per atom more, and $H\approx0.17$ eV would give $c_0\approx2.4$ percent.

At $c_0$ the enthalpy gain on collapse is zero. The estimate therefore marks where collapse stops costing enthalpy in this model; it does not show that collapse happens there. Nor does it apply to a cascade that melts locally and freezes into the amorphous state, since the energy then comes from the ion and not from accumulated pairs.

## A general first correction

Collect whatever the leading balance omits into an energy per atom $\Delta(c)$, positive when it raises the threshold:

$$cE=H+\Delta(c).$$

Write $c=c_0+\delta$ and expand $\Delta$ to first order in $\delta$:

$$c_0E+\delta E=H+\Delta(c_0)+\delta\,\Delta'(c_0).$$

Since $c_0E=H$, these terms cancel, and collecting $\delta$ gives

$$\boxed{\;\delta=\frac{\Delta(c_0)}{E-\Delta'(c_0)}\;}$$

This is exact when $\Delta$ is linear in $c$. Otherwise the curvature term $\tfrac12\Delta''\delta^2$ must be small compared with $\Delta(c_0)$. In either case $E-\Delta'(c_0)$ must be positive, so that adding pairs brings the damaged crystal closer to the crossing. The three corrections below differ in their $\Delta$.

## Close pairs that remain bound

An interstitial near a vacancy costs less than a separated pair. Put interstitials on the tetrahedral sites of the diamond lattice, of which there is one per atom. Each has 4 lattice sites in its first shell and 6 in its second, so $z=10$ sites lie within half a lattice constant. Suppose each vacancy on such a site lowers the energy by $B$.

With random placement there are $c$ interstitials per atom, each with $zc$ neighbouring vacancies on average. The contact number is $zc^2$ per atom, and

$$cE-zBc^2=H,\qquad \Delta(c)=zBc^2 .$$

To see the expansion parameter, set $c=c_0y$ and divide by $H$. Because $c_0E/H=1$ and $c_0^2/H=H/E^2$,

$$y-\varepsilon y^2=1,\qquad \varepsilon=\frac{zBH}{E^2}.$$

Insert $y=1+\varepsilon y_1+\varepsilon^2y_2+\dots$ into $y=1+\varepsilon y^2$. Order $\varepsilon$ gives $y_1=1$; order $\varepsilon^2$ gives $y_2=2y_1=2$. Thus

$$c=c_0\left(1+\varepsilon+2\varepsilon^2+\dots\right).$$

The quadratic can also be solved in full:

$$c=\frac{E-\sqrt{E^2-4zBH}}{2zB}.$$

The minus sign selects the root that tends to $H/E$ as $B\to0$. It is real for $4\varepsilon\le1$. If a bound pair still costs positive energy, then $B<E$ and $\varepsilon<zH/E=0.17$, so the root exists for these values of $z$, $H$ and $E$.

For a chosen binding $B=4$ eV, $\varepsilon=10(4)(0.12)/49=0.098$. The series to first order in $\varepsilon$ gives $1.714(1.098)=1.88$ percent. The boxed formula also keeps $\Delta'(c_0)=2zBc_0=2\varepsilon E$, so it gives $c_0[1+\varepsilon/(1-2\varepsilon)]=1.92$ percent. The full root gives 1.93 percent. Adding the energies of randomly placed defects on an explicit lattice also gives 1.93 percent. That comparison tests the contact statistics, not the assumed binding law. The law is poor when one interstitial touches two vacancies, for which it assigns a binding of 8 eV. With a mean of $zc=0.19$ contacts, Poisson statistics put about 1.6 percent of interstitials in that situation. The same fault, with the same share, affects vacancies touched by two interstitials. If each defect could bind only one partner, the threshold would be slightly lower, about 1.9 percent.

The opposite limit to random placement is that every interstitial stays beside one vacancy. If it touches no other vacancy, each pair costs $E-B=3$ eV, and the threshold is $0.12/3=4.0$ percent. Under the additive law this requires the pairs to keep apart from one another. Bound pairs placed at random at that concentration would leave about 30 percent of interstitials touching two or more vacancies, and the additive binding law, used outside its range, would then never reach $H$. If each defect binds only one partner, the extra contacts add nothing and the threshold stays at 4.0 percent. Spatial correlation between partners can thus matter more than the uncertainty in $E$ itself.

## Entropy

At temperature $T$ the comparison is between free energies. Place $k=cN$ vacancies on $N$ lattice sites. Stirling's leading form, $\ln N!\simeq N\ln N-N$, gives

$$\ln\binom Nk\simeq N\ln N-k\ln k-(N-k)\ln(N-k),$$

because the linear terms cancel. Substituting $k=cN$ makes the $\ln N$ terms cancel too, leaving $-N[c\ln c+(1-c)\ln(1-c)]$. Independent interstitials contribute the same amount, so the entropy per atom is

$$s(c)=-2\left[c\ln c+(1-c)\ln(1-c)\right],\qquad s'(c)=2\ln\frac{1-c}{c}.$$

If the amorphous phase has excess entropy $S$ per atom, the balance is $cE-Ts=H-TS$. Hence $\Delta=T(s-S)$ and

$$\delta=\frac{T[s(c_0)-S]}{E-2T\ln[(1-c_0)/c_0]} .$$

Defect entropy stabilizes the damaged crystal and raises the threshold; amorphous entropy lowers it. At 300 K, $T=0.02585$ eV and $s(c_0)=0.173$, so the defect term is 0.0045 eV per atom. An assumed $S=0.2$ gives 0.0052 eV. The denominator is 6.79 eV. Defect entropy alone would raise the threshold by 0.07 percentage points; with both terms the shift is $-0.01$ percentage points. The near cancellation depends on the chosen $S$. The defect term also leaves out the vibrational entropy of the defects; as little as 2 per pair, in units of Boltzmann's constant, would reverse the sign of the combined shift. Finally, the count treats all defect arrangements as accessible, which immobile defects would not satisfy. It therefore sizes the configurational effect and does not settle the sign of the total.

## A pocket of finite size

Suppose a sphere of radius $R$ collapses inside the damaged crystal. It gains or loses bulk enthalpy and acquires an interface of energy $\gamma$ per area:

$$W(R)=\frac{4\pi}{3}R^3n(H-cE)+4\pi R^2\gamma .$$

Setting $W=0$ and dividing by $4\pi R^3n/3$ gives

$$c=\frac1E\left(H+\frac{3\gamma}{nR}\right).$$

Here $\Delta=3\gamma/(nR)$ does not depend on $c$, so the first correction is the whole correction within this model. The value $c_0$ is the limit of a large pocket.

Take a rough $\gamma=0.02$ eV per square angstrom and $R=2$ nm, or 20 angstrom. The interface cost is $3(0.02)/[0.04997(20)]=0.060$ eV per atom, half of $H$. The threshold becomes $0.18/7=2.6$ percent. The correction falls to a tenth of $c_0$ at $R=10$ nm.

Zero net cost still does not mean a downhill path. For $c>c_0$, write $g=cE-H$. Then

$$\frac{dW}{dR}=-4\pi R^2ng+8\pi R\gamma=0
\quad\Rightarrow\quad R_b=\frac{2\gamma}{ng}.$$

Using $ngR_b=2\gamma$ in $W$ gives the barrier

$$W_b=4\pi R_b^2\gamma-\frac{8\pi}{3}R_b^2\gamma=\frac{4\pi}{3}\gamma R_b^2 .$$

At the 2 nm threshold, $g=0.060$ eV, $R_b$ is about 13 angstrom and $W_b$ about 15 eV. This is hundreds of times the thermal energy at 300 K. Within this continuum picture, a region of about radius $R_b$ must first be converted together, for instance by a cascade, because thermal fluctuations are very unlikely to supply the barrier. Beyond $R_b$, further growth lowers the energy.

## From concentration to implant dose

Consider silicon self-implantation near 100 keV at 300 K. The Norgett-Robinson-Torrens estimate gives the number of pairs per ion from the damage energy $Q$ and displacement energy $E_d$:

$$\nu=\frac{0.8Q}{2E_d}=\frac{0.8(50000)}{2(15)}=1333 .$$

Assume that a fraction $f=0.1$ survives recombination within its own cascade, leaving 133 pairs per ion. Let the damage profile be Gaussian, with peak depth 120 nm and straggle $w=50$ nm. When its peak reaches $c_0$, the pairs per area are

$$nc_0\int_{-\infty}^{\infty}e^{-x^2/(2w^2)}dx=nc_0\sqrt{2\pi}\,w .$$

Equating this to $D\nu f$ gives

$$D_0=\frac{nc_0\sqrt{2\pi}\,w}{\nu f}
=\frac{(8.566\times10^{20})(2.507)(5\times10^{-6})}{133.3}
=8.1\times10^{13}\ \mathrm{cm^{-2}},$$

with $w$ converted to cm. The Gaussian has 0.8 percent of its area beyond the surface, which is negligible here. It is only a rough form, however: at the surface it has fallen to about 6 percent of its peak, whereas real 100 keV ions already cause appreciable damage there, some 40 percent of the peak value. Such a profile spreads the damage more widely and has a lower peak: its area divided by its peak corresponds to $w$ near 65 nm, so the dose above is too low by roughly 30 percent from the shape alone. At this dose only the peak plane has reached $c_0$. If the stored profile stays Gaussian and its peak concentration is $rc_0$, the region above threshold extends $w\sqrt{2\ln r}$ to either side, or 59 nm for $r=2$. Recombination between cascades, treated next, flattens the peak and widens this region for the same $r$.

Later cascades also remove earlier damage. As an alternative to stable bound pairs, let a new defect recombine with an older opposite defect within the same $z$ sites. In the dilute regime this has probability $zc$ for the new vacancy and $zc$ for the new interstitial. Each such event removes one pair from the balance. If $x$ is the number of surviving pairs supplied per atom,

$$\frac{dc}{dx}=1-2zc,\qquad
x=\int_0^{c_0}\frac{dc}{1-2zc}=-\frac{\ln(1-2zc_0)}{2z}.$$

Without overlap $x=c_0$, so the dose is multiplied by

$$F=\frac{x}{c_0}=-\frac{\ln(1-2zc_0)}{2zc_0}=1+zc_0+\dots$$

The first correction is 17 percent; the full logarithm gives $F=1.22$ and a dose of $9.9\times10^{13}$ cm$^{-2}$. Explicit creation and recombination on a lattice agrees with this factor to about one percent. The law slightly overcounts recombination, because the chance that at least one of $z$ randomly occupied sites holds a partner is $1-(1-c)^z$, which is below $zc$. Putting this chance in place of $zc$ in the integral lowers $F$ only to 1.21. The law should not be used to predict saturation, where $zc$ is no longer small.

## Reading the estimate against real silicon

The energies, damage profile and displacement energy are rough values meant for this implant regime, and $f$ is an assumed value. Room-temperature self-implants amorphize silicon at doses of very roughly $10^{14}$ to $10^{15}$ cm$^{-2}$, so the model result with overlap, $9.9\times10^{13}$ cm$^{-2}$, lies at the lower edge of that range. Requiring the 2 nm pocket threshold instead, with the overlap law extended to $zc=0.26$, raises it to about $1.7\times10^{14}$ cm$^{-2}$, or $1.6\times10^{14}$ cm$^{-2}$ with the capture chance $1-(1-c)^z$. The model also assumes that surviving defects stay put, which fails in real wafers: interstitials migrate, recombine and cluster between cascades, which makes the outcome depend on temperature and dose rate. In this model $D_0\propto1/f$, so reducing $f$ from 0.1 to 0.02, with the other inputs fixed, raises the dose fivefold. Elastic misfit strain has not been sized. The figure of 1.7 percent is thus a reference point for stored enthalpy, and a process limit would need the survival fraction and the collapse mechanism as well. The numerical output lists the inputs and the main results.

## Calculated quantities

```
Frenkel pair energy E: 7.0 eV
amorphous enthalpy H: 0.12 eV/atom
energy-crossing c0: 1.714 percent pairs per atom
single defects at c0: 3.429 percent per atom
lattice constant: 5.43 angstrom
atomic density: 0.04997 per angstrom^3
pair concentration at c0: 8.566e+20 cm^-3
assumed spread of E: +/- 1.0 eV
assumed spread of H: +/- 0.02 eV/atom
lowest c0 from spreads: 1.25 percent
highest c0 from spreads: 2.33 percent
first-shell sites: 4
sites within a/2: 10
contact binding B: 4.0 eV
crossing with random contacts: 1.926 percent
same, explicit lattice: 1.930 percent
same, 12-cell minus 16-cell: -0.0042 percentage points
crossing if all pairs bound: 4.00 percent
temperature: 300 K
thermal energy: 0.02585 eV
defect mixing entropy at c0: 0.1734 k_B/atom
defect entropy term: 0.00448 eV/atom
amorphous excess entropy: 0.20 k_B/atom
amorphous entropy term: 0.00517 eV/atom
shift, defect entropy only: 0.0660 percentage points
shift, both entropies: -0.0101 percentage points
crossing with both entropies: 1.704 percent
interface energy: 0.020 eV/angstrom^2
pocket radius: 2.0 nm
mean atoms in pocket: 1675
interface cost: 0.0600 eV/atom
pocket crossing: 2.572 percent
same, counted atoms: 2.572 percent
damage energy per ion: 50000 eV
displacement energy: 15.0 eV
pairs made per ion: 1333.3
survival fraction: 0.10
surviving pairs per ion: 133.3
damage peak depth: 120 nm
damage straggle: 50 nm
dose to c0, no overlap: 8.052e+13 cm^-2
overlap dose factor, dilute law: 1.2246
overlap dose factor, lattice: 1.2185
factor, 12-cell minus 16-cell: 0.0014
dose to c0 with overlap law: 9.860e+13 cm^-2
profile area beyond surface: 0.82 percent
```
